\section*{How serial correlation widens the error of a melt average}

\section*{What is being compared}

\textbf{Q.} I have 200 snapshots of a melt and one number from each. The standard error of their average is the standard deviation divided by $\sqrt{200}$. Why should it matter that they came from one trajectory?

\textbf{A.} Because a snapshot partly repeats its predecessor. We need a model of that repetition. Let $x_t$ be the property in snapshot $t$, $\mu$ its true mean, and $d_t=x_t-\mu$. A first-order autoregression is
\begin{equation}
d_t=\phi d_{t-1}+\varepsilon_t,\qquad |\phi|<1 .
\label{eq:ar}
\end{equation}
The innovations $\varepsilon_t$ have zero mean and variance $s^2>0$, and are uncorrelated with one another. They need not be Gaussian. I also assume stationarity: the mean and variance do not depend on $t$, and covariances depend on time separation alone.

\textbf{Q.} What exactly will you call independent sampling? You could keep either the noise $s^2$ or the spread of the snapshots fixed.

\textbf{A.} I keep the spread $\sigma^2=E[d_t^2]$ fixed, where $E$ denotes an average over realizations. The reference is $N$ independent draws from the same equilibrium distribution, whose mean has variance $\sigma^2/N$.

To relate $\sigma^2$ to $s^2$, iterate Eq.~\eqref{eq:ar} $m$ times:
\begin{equation}
d_t=\phi^m d_{t-m}+\sum_{j=0}^{m-1}\phi^j\varepsilon_{t-j}.
\label{eq:iterate}
\end{equation}
The first term has variance $\phi^{2m}\sigma^2$, which vanishes as $m\to\infty$. Thus $d_t$ is built from present and past innovations and is uncorrelated with future ones. Squaring Eq.~\eqref{eq:ar} and averaging therefore leaves no cross term:
\begin{equation}
\sigma^2=\phi^2\sigma^2+s^2,
\qquad
\sigma^2=\frac{s^2}{1-\phi^2}.
\label{eq:variance}
\end{equation}

\section*{Counting the repeated information}

\textbf{Q.} Equation~\eqref{eq:ar} links neighbours. Why should snapshots ten steps apart matter?

\textbf{A.} The link is passed on. Define $C_k=E[d_{t+k}d_t]$. For $k\geq1$, multiply the recursion for $d_{t+k}$ by $d_t$ and average. Since $\varepsilon_{t+k}$ lies in the future of $d_t$,
\begin{equation}
C_k=\phi C_{k-1}=\phi^k\sigma^2 .
\end{equation}
Stationarity gives $C_{-k}=C_k$. With $\bar x=N^{-1}\sum_{t=1}^N x_t$,
\begin{equation}
\operatorname{Var}(\bar x)
=\frac1{N^2}\sum_{t=1}^N\sum_{u=1}^N C_{t-u}
=\frac{\sigma^2}{N^2}\left[N+2\sum_{k=1}^{N-1}(N-k)\phi^k\right].
\label{eq:pairs}
\end{equation}
There are $N$ diagonal terms and $N-k$ pairs at separation $k$; the factor 2 counts both orders of each pair.

\textbf{Q.} Please do that sum without quoting a formula.

\textbf{A.} Write $N-k$ as the number of integers $m$ from $k$ to $N-1$. Exchanging the order of summation gives
\begin{align}
\sum_{k=1}^{N-1}(N-k)\phi^k
&=\sum_{m=1}^{N-1}\sum_{k=1}^{m}\phi^k
=\sum_{m=1}^{N-1}\frac{\phi(1-\phi^m)}{1-\phi}\nonumber\\
&=\frac{\phi}{1-\phi}\left[N-1-\frac{\phi-\phi^N}{1-\phi}\right]\nonumber\\
&=\frac{\phi}{1-\phi}\left[N-\frac{1-\phi^N}{1-\phi}\right].
\end{align}
The inner sum is geometric: multiplying it by $1-\phi$ cancels all but its end terms. The last line combines $1+(\phi-\phi^N)/(1-\phi)$ over one denominator. Insert this in Eq.~\eqref{eq:pairs} and define $g_N=N\operatorname{Var}(\bar x)/\sigma^2$:
\begin{align}
g_N&=1+\frac{2\phi}{1-\phi}
-\frac{2\phi(1-\phi^N)}{N(1-\phi)^2}\nonumber\\
&=\frac{1+\phi}{1-\phi}
-\frac{2\phi(1-\phi^N)}{N(1-\phi)^2}.
\label{eq:finite}
\end{align}
At fixed $\phi$ the last term vanishes as $N\to\infty$, so
\begin{equation}
g=\lim_{N\to\infty}\frac{N\operatorname{Var}(\bar x)}{\sigma^2}
=\frac{1+\phi}{1-\phi}.
\label{eq:main}
\end{equation}

\textbf{Q.} Is this always an inflation?

\textbf{A.} No. It exceeds one for $\phi>0$, equals one for $\phi=0$, and is below one for $\phi<0$. At $\phi=-1/2$ it is $1/3$: successive deviations are negatively correlated and partly cancel.

The order of limits matters too. If $\phi\to1$ at fixed $N$ and fixed $\sigma^2$, Eq.~\eqref{eq:pairs} gives $g_N\to N$. All snapshots then carry the same deviation, and their average is no better than one snapshot. Equation~\eqref{eq:main} needs a run long enough to make the last term of Eq.~\eqref{eq:finite} small compared with $g$ itself: at $\phi=-0.99$ and $N=200$ that term is only 0.002, yet $g_N=0.0072$ against $g=0.0050$.

\textbf{Q.} The algebra is clear, but where does the denominator come from physically?

\textbf{A.} Sum Eq.~\eqref{eq:ar} over the run. Since $\sum_{t=1}^N d_{t-1}=\sum_{t=1}^N d_t+d_0-d_N$,
\begin{equation}
(1-\phi)\sum_{t=1}^N d_t
=\sum_{t=1}^N\varepsilon_t+\phi(d_0-d_N).
\end{equation}
One innovation contributes $1+\phi+\phi^2+\cdots=1/(1-\phi)$ to the sum if its whole response fits into the run. The end term has variance at most $4\phi^2\sigma^2$. After division by $\sqrt N$ its variance vanishes, and so does its covariance with the innovation sum, by the Cauchy--Schwarz inequality. Hence
\begin{equation}
N\operatorname{Var}(\bar x)\to\frac{s^2}{(1-\phi)^2}
=\sigma^2\frac{1-\phi^2}{(1-\phi)^2}
=\sigma^2\frac{1+\phi}{1-\phi}.
\end{equation}
This second route recovers the limit without counting pairs.

\section*{A germanium melt}

\textbf{Q.} Put numbers in. How wrong is my error bar?

\textbf{A.} Take the potential energy per atom in a 64-atom cell of molten germanium, at fixed volume and 1250 K. Rough model inputs are a correlation time $\tau=0.20$ ps, a snapshot interval $\Delta=0.10$ ps and a length $L=20$ ps, so $N=200$. The correlation is taken as exponential in time, which gives $\phi=e^{-\Delta/\tau}=e^{-0.5}=0.6065$.

The spread follows from canonical statistics. For total potential energy $U$ and $\beta=1/(kT)$, the configurational weight is $e^{-\beta U}$. Differentiating the normalized average gives $d\langle U\rangle/d\beta=-\operatorname{Var}(U)$. Since $d\beta/dT=-1/(kT^2)$,
\begin{equation}
\operatorname{Var}(U)=kT^2\frac{d\langle U\rangle}{dT}.
\end{equation}
As a rough estimate, give each of the three coordinates per atom the classical harmonic potential energy $kT/2$. For $n$ atoms, $d\langle U\rangle/dT=3nk/2$, and division of $U$ by $n$ yields
\begin{equation}
\sigma=kT\sqrt{\frac{3}{2n}}
=107.72\sqrt{\frac{1.5}{64}}=16.49\ \text{meV/atom}.
\end{equation}
Leaving out the three free translations of a periodic cell would give 16.36 meV/atom. The long-run factor is $1.6065/0.3935=4.083$; the end correction reduces it to $g_N=4.044$. Therefore
\begin{equation}
\frac{\sigma}{\sqrt N}=1.166\ \text{meV/atom},\qquad
\sigma\sqrt{\frac{g_N}{N}}=2.345\ \text{meV/atom}.
\end{equation}
The correct model error is about twice the independent one. The 200 snapshots are worth $200/4.044=49.5$ independent ones for estimating this mean.

\textbf{Q.} But I compute the standard deviation from the correlated data. Might that already contain the correction?

\textbf{A.} It does not. Subtracting the sample mean gives $\sum_t(x_t-\bar x)^2=\sum_t d_t^2-N(\bar x-\mu)^2$. The sample variance $v$, with divisor $N-1$, thus has expectation
\begin{equation}
E[v]=\frac{N\sigma^2-N\operatorname{Var}(\bar x)}{N-1}
=\sigma^2\frac{N-g_N}{N-1}.
\end{equation}
Here this is slightly below $\sigma^2$. The root-mean-square naive error, $\sqrt{E[v]/N}$, is 1.157 meV/atom, a little smaller still.

A simulation of 10000 runs with shifted exponential innovations, which are skewed, gave an inflation of 3.977. It differs from 4.044 by 1.7\%, comparable with the roughly 1.4\% sampling error of a variance from that many runs. The interval $\bar x\pm1.96\sqrt{v/N}$, nominally a 95\% interval, contained the true mean in 66.3\% of the runs. Treating the mean as Gaussian and the naive error as fixed predicts 66.7\%.

\textbf{Q.} In practice I must estimate $\phi$ from the same run.

\textbf{A.} That adds uncertainty. Dividing the sum of neighbouring products of centred data by the sum of their squares gave a mean estimate of 0.590 over the simulated runs, below the true 0.6065, with a standard deviation of 0.056. The inferred long-run inflation had median 3.89 and a 16--84\% range of 3.30 to 4.63. One run of this length fixes the correction only roughly.

\section*{Should snapshots be discarded?}

\textbf{Q.} Then I shall keep every fifth snapshot and remove the correlation.

\textbf{A.} You remove much of the correlation, but also data. By Eq.~\eqref{eq:iterate}, snapshots $m$ steps apart obey the same kind of recursion with coefficient $\phi^m$; their new innovations come from separate blocks and remain uncorrelated.

Now hold $L$, $\tau$ and $\sigma$ fixed and vary the spacing $\Delta$. Multiplying numerator and denominator of $g$ by $e^{\Delta/2\tau}$ gives $g=\coth(\Delta/2\tau)$. With $N=L/\Delta$ and $y=\Delta/2\tau$, the leading long-run variance is
\begin{equation}
\operatorname{Var}(\bar x)\simeq\sigma^2\frac{\Delta}{L}\coth\frac{\Delta}{2\tau}
=\sigma^2\frac{2\tau}{L}\,y\coth y .
\end{equation}
Its dependence on spacing follows from
\begin{equation}
\frac{d}{dy}(y\coth y)=\coth y-\frac{y}{\sinh^2y}
=\frac{\sinh2y-2y}{2\sinh^2y}>0 .
\end{equation}
Wider spacing therefore increases this variance. As $y\to0$, $y\coth y\to1$, leaving $2\tau\sigma^2/L$. Dense sampling cannot remove that remainder; a longer trajectory can. These statements rest on the exponential correlation: with an oscillating one the variance need not be monotonic in the spacing, and denser sampling can gain more (from 1.29 to 1.00 meV/atom at one tenth of the spacing for the harmonic modes with 20 ps$^{-1}$ friction treated below).

For the 20 ps run, keeping 200, 40 or 20 snapshots gives standard errors of 2.345, 2.825 or 3.711 meV/atom. These values include the end correction of Eq.~\eqref{eq:finite}. For continuous sampling that correction turns $2\tau\sigma^2/L$ into $(2\tau\sigma^2/L)(1-\tau/L)$ when $L\gg\tau$, which gives 2.320 meV/atom (2.332 without it), hardly better than the original spacing. If an expensive electronic calculation follows each snapshot, and the trajectory itself is cheap, keeping 40 costs one fifth as much for a 20\% larger error, provided the computed property shares this correlation time. If all values are already available, keeping every $m$-th one with $m$ dividing $N$ gains no precision: the full mean is the average of $m$ interleaved means of equal variance, so its variance cannot exceed theirs. Other selections can gain a little when the run spans few correlation times, because they give the end points more weight: for $\tau=2.0$ ps and $N=200$, keeping every ninth snapshot from the first (23 kept, reaching both ends) lowers the variance by 1\%, whereas starting at the third or later (22 kept) raises it by 3\%. For $\tau=10$ ps, every 66th snapshot from the first lowers it by 7\%.

\textbf{Q.} And if I need an error of 1 meV/atom?

\textbf{A.} At the original spacing, $N\simeq g\sigma^2/(1\ \text{meV/atom})^2$. This estimate gives 1111 snapshots, or about 111 ps (1109 with the end correction), against 272 independent draws.

\section*{When one coefficient is not enough}

\textbf{Q.} A melt has vibrations and slow rearrangements. Why trust a single $\phi$?

\textbf{A.} You should test it against longer lags, on a run far longer than the slowest time you suspect; for a weak slow mode this can mean a hundred such times or more. Suppose the property is a sum of independent components with variance fractions $w_i$. Their covariances add, so $g_N=\sum_i w_i g_{N,i}$ at fixed total variance.

As an illustrative assumption, put 10\% of the variance into a slow mode with a 2.0 ps correlation time. Its own factor is 36.01, and
\begin{equation}
g_N=0.9(4.044)+0.1(36.01)=7.24 .
\end{equation}
The standard error rises to 3.138 meV/atom. The lag-one correlation moves only from 0.6065 to 0.6410, from which a single autoregression would infer an inflation of 4.52. That uses the exact correlation; estimated from 200 snapshots it scatters as $0.62\pm0.06$, so the shift is lost in the noise. A small slow component can thus be nearly hidden at lag one and still supply about half of the variance of the mean. Longer lags of the same 20 ps run hardly help: one-sided tests of the excess correlation over a single autoregression at lag 5, 10 or 20, or summed over lags 3 to 20, at the 5\% level detect this mode in only 8 to 15\% of simulated runs. The summed test succeeds in about two thirds of 200 ps runs and nearly 90\% of 400 ps runs (two-sided, about half and about 85\%).

A vibration can act the other way. Model a damped oscillation of period $P$ and decay time $\tau_v$ by the correlation $\operatorname{Re}z^k$ with $z=\exp[(-1/\tau_v+2\pi i/P)\Delta]$. The geometric sums hold for complex $z$, so its factor is the real part of Eq.~\eqref{eq:finite} with $\phi$ replaced by $z$. For assumed values $P=0.16$ ps and $\tau_v=0.10$ ps, the factor is 0.524. Giving this component 30\% of the variance, and the original exponential 70\%, yields $g_N=2.988$ and an error of 2.016 meV/atom. About half of this drop comes from the faster decay alone: the same component without oscillation gives 2.174 meV/atom. The effect of the oscillation also depends on the spacing and disappears at $\Delta=P$. The pure cosine is an idealization: the coordinate of a Langevin oscillator has an additional sine term, which changes the factor to 0.445 and the error to 2.008 meV/atom. The potential energy of such a harmonic mode has the square of the coordinate correlation, which is never negative, so its factor cannot fall below one; it is 1.31 when the energy oscillates with this period and decay time. For the energy of Langevin modes, a factor below one therefore describes only the oscillating part of the correlation. At constant total energy only that part is left: harmonic modes with a continuous Debye spectrum (cutoff 7.8 THz) then give $g_N\approx0.8$ at $\Delta=0.10$ ps and below 0.01 at $\Delta=0.05$ ps. The first value comes from modes near 5 THz, whose energy returns to the same phase at each snapshot, so it depends on the spectrum: cutoffs of 4.8, 5.5, 7 and 9 THz give 0.02, 2.2, 1.1 and 0.5, and 189 discrete modes drawn at random from the 7.8 THz spectrum scatter from about 0.04 to 2.3.

\textbf{Q.} What if the run has not forgotten its starting structure?

\textbf{A.} Then stationarity fails, and the mean is biased as well as noisy. If the expected deviation one interval before the first snapshot is $b$, averaging the recursion gives $E[d_t]=\phi^t b$, and
\begin{equation}
E[\bar x]-\mu=\frac bN\sum_{t=1}^N\phi^t
=\frac{b\phi(1-\phi^N)}{N(1-\phi)} .
\end{equation}
For $b=50$ meV/atom the bias is 0.385 meV/atom if the offset decays with the fast mode. If it decays with the slow mode, it is 4.876 meV/atom, larger than the statistical error.

\textbf{Q.} How close is all this to real molten germanium?

\textbf{A.} The temperature lies modestly above the melting point, roughly 1200 K, and a 64-atom cell is small. The sub-picosecond correlation time is a rough input, and the harmonic heat capacity is an estimate for a liquid that is not harmonic. Rough liquid values (heat capacity 26 to 30 J/(mol K) at constant pressure, volume expansion 0.8 to $1.0\times10^{-4}$ K$^{-1}$, sound speed 2.7 km/s) put the potential part at about 0.8 to $1.4k$ per atom instead of $1.5k$, which would lower $\sigma$ to between 12 and 16 meV/atom. The canonical spread also presumes a thermostat. In the harmonic estimate half of $\operatorname{Var}(U)$ comes from fluctuations of the total energy: at constant energy $\sigma$ falls to 11.6 meV/atom, and with a weak Langevin thermostat that half relaxes at the friction rate (very strong friction slows the motion itself and raises the factor again). For harmonic modes with a 7.8 THz Debye cutoff, Langevin friction from 0.2 to 20 ps$^{-1}$ takes $g_N$ from 38 to 1.2, so $\tau$ for the energy is not a property of the melt alone. That range of friction moves the error from 7.2 to 1.3 meV/atom. Halving or doubling $\tau$ moves it from 2.345 to 1.712 or 3.274 meV/atom, and the two assumed mixtures move it to 3.138 or 2.016 meV/atom, so neither the value of $\tau$ nor the single-exponential form can be taken on trust. At a friction of 1 ps$^{-1}$ a lag-one fit infers $g_N=2.2$ where the harmonic model has 9.9; for cutoffs from 5 to 9 THz the fit gives 2 to 4 while the model value stays near 10.

Other effects shift the mean instead. A 10 K temperature error shifts it by $1.5k(10\ \text{K})=1.293$ meV/atom in the harmonic estimate. Quantum nuclear motion, with three modes per atom at a rough frequency $\nu=6$ THz, adds
\begin{equation}
3\left[\frac{h\nu}{4}\coth\frac{h\nu}{2kT}-\frac{kT}{2}\right]
=0.714\ \text{meV/atom},
\end{equation}
because a harmonic oscillator holds half its mean energy as potential energy. The shift scales as $\nu^2$: Debye spectra with cutoffs from 5 to 9 THz give 0.30 to 0.96 meV/atom.

The melt is metallic, so electrons are excited too. At fixed electron number their energy may be measured from the Fermi energy $E_F$. To leading order, with a density of states $D$ per atom at $E_F$, the electrons above and the holes below contribute equally:
\begin{equation}
\Delta E_{\rm el}\simeq2D(kT)^2\int_0^\infty\frac{u\,du}{e^u+1}
=\frac{\pi^2}{6}D(kT)^2 .
\end{equation}
The integral is $\pi^2/12$. Four free electrons per atom at a rough density of 5.6 g/cm$^3$ give $E_F=11.87$ eV. Their number up to energy $E$ grows as $E^{3/2}$, so $D=(3/2)(4/E_F)=6/E_F$ and $\Delta E_{\rm el}=9.65$ meV/atom. Energies from electrons held in their ground state omit this term. It exceeds the sampling error, and longer sampling will not supply it. Its slope $2\Delta E_{\rm el}/T$ adds about 0.15 meV/atom to the 10 K shift above. The value assumes a continuous spectrum: free electrons in the 64-atom cube give only 0.06 meV/atom at the $\Gamma$ point, 0.63 on a shifted $2\times2\times2$ mesh (4.8 if $\Gamma$-centred) and 9.4 on a shifted $4\times4\times4$ mesh (9.0 if $\Gamma$-centred). Meshes of $6\times6\times6$ and $8\times8\times8$ points still scatter between 9.3 and 9.6. The low values at $\Gamma$ and on the $2\times2\times2$ meshes come from the degenerate shells of free electrons in a cube, which disorder splits. Rough empirical pseudopotentials on disordered 64-atom configurations give about 8 to 11 meV/atom at $\Gamma$ alone, depending on the potential and on how closely the atoms approach; the value shifts by about 1 meV/atom at another $k$-point and by up to 0.3 with a larger plane-wave cutoff. Errors of cell size, density and density functional are not sized here.

\textbf{Q.} May I use the same $\phi$ for the band gap of amorphous structures quenched from these snapshots?

\textbf{A.} Not without measuring it. The correlation belongs to the property: a gap after quenching may remember different structural features from the melt energy. If a run stays trapped in one family of structures, the correlation may approach a plateau $c\sigma^2$ with $c>0$ instead of zero. In Eq.~\eqref{eq:pairs} almost all pairs then lie at large separation, so $\operatorname{Var}(\bar x)\to c\sigma^2$. More snapshots from that run cannot remove this part; independently prepared melts can, provided the preparation visits the families with the intended weights; otherwise a bias remains. The numerical output lists the values for the germanium example.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 1250 K; atoms: 64
Snapshot interval: 0.10 ps
Correlation time: 0.20 ps
Trajectory: 20 ps; snapshots: 200
Thermal energy kT: 107.72 meV
Marginal standard deviation: 16.49 meV/atom
Coefficient phi: 0.6065
Long-run inflation: 4.083
Finite-N inflation: 4.044
Simulated inflation: 3.977
Effective independent count: 49.5
SE, independent: 1.166 meV/atom
SE, naive (root mean square): 1.157 meV/atom
SE, true finite N: 2.345 meV/atom
SE, long-run formula: 2.356 meV/atom
Naive 95% interval coverage, simulated: 66.3 %
Same coverage, normal estimate: 66.7 %
Estimated phi, mean over runs: 0.590
Estimated phi, spread (1 SD): 0.056
Estimated inflation, median: 3.89
Estimated inflation, 16-84%: 3.30 to 4.63
Stride 1: 200 kept, SE 2.345 meV/atom
Stride 5: 40 kept, SE 2.825 meV/atom
Stride 10: 20 kept, SE 3.711 meV/atom
SE, continuous sampling: 2.320 meV/atom
Target SE: 1.0 meV/atom
Snapshots needed, independent: 272
Snapshots needed, correlated: 1111
Trajectory needed: 111.1 ps
Slow mode: weight 0.1, time 2.0 ps
Slow-mode phi: 0.9512; inflation: 36.01
Inflation with slow mode: 7.24
Lag-one correlation of mixture: 0.6410
Inflation inferred from lag one: 4.52
SE with slow mode: 3.138 meV/atom
Vibration: weight 0.3, period 0.16 ps
Vibration decay time: 0.10 ps
Vibration inflation alone: 0.524
Inflation with vibration: 2.988
SE with vibration: 2.016 meV/atom
Initial offset: 50 meV/atom
Bias if offset decays fast: 0.385 meV/atom
Bias if offset decays slowly: 4.876 meV/atom
Temperature error: 10 K
Shift from temperature error: 1.293 meV/atom
Rough vibrational frequency: 6.0 THz
Nuclear quantum potential shift: 0.714 meV/atom
Rough melt density: 5.6 g/cm3
Free-electron Fermi energy: 11.87 eV
Electronic excitation energy: 9.65 meV/atom
\end{verbatim}
